**Long-time tail of the velocity autocorrelation and its finite-cell cutoff**

At leading order, the one-component velocity autocorrelation of a fluid particle decays as C(t) ≃ (2k_BT/3ρ)[4π(D+ν)t]^(-3/2), where ρ is the mass density, D the self-diffusion coefficient and ν the kinematic viscosity. In a periodic cube of side L with zero total momentum, the shear part is cut off after τ_L = L²/[4π²(D+ν)], and sound from the periodic images arrives near L/c, where c is the sound speed. The program asserts the overlap and sound integrals, the short- and late-time forms of the lattice sum, and the constant ξ = 2.8373 of the diffusion deficit by two numerical routes. It then simulates a momentum- and energy-conserving particle fluid in two box sizes, with ν, c and the sound damping measured from decaying waves and D from the particle velocities. For the summed correlations it asserts agreement with theory within four standard errors plus 15% of the infinite-system prediction, and it also asserts that ν alone is excluded and that the smaller box loses tail signal and diffusion. All assertions hold, but the summed correlations lie about a quarter above the leading-order theory, roughly three standard errors, so the amplitude is not confirmed more closely than that. A model molecular liquid with round parameters shows that cells of 64 or 512 particles retain almost none of the shear tail at 5 ps.

## Program and output

```python
"""
Result under test: the velocity autocorrelation C(t) = <v_x(0) v_x(t)> of a
fluid particle has the long-time tail
    C(t) = (2 kT / 3 rho) * (4 pi (D + nu) t)**(-3/2),
and in a periodic cube of side L with zero total momentum it becomes
    C_L(t) = kT/(rho L^3) * sum over k != 0 of
      [2/3 exp(-(D+nu) k^2 t) + 1/3 cos(c k t) exp(-(D+b) k^2 t)].
D: self-diffusion coefficient, nu: kinematic viscosity, rho: mass density,
c: sound speed, b k^2: damping rate of the sound amplitude.
The particle fluid uses reduced units: collision-cell width = m = kT = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import curve_fit

# ---------- integrals and lattice sums ----------
N_MAX = 30
axis_n = np.arange(-N_MAX, N_MAX + 1)
nx, ny, nz = np.meshgrid(axis_n, axis_n, axis_n, indexing="ij")
n_squared = nx**2 + ny**2 + nz**2
shell_count = np.bincount(n_squared.ravel())[:N_MAX**2 + 1]
shell_m = np.arange(1, N_MAX**2 + 1)
shell_g = shell_count[1:]


def gauss(r, width):
    """Diffusion kernel in three dimensions, width = diffusivity * time."""
    return (4*np.pi*width)**-1.5 * np.exp(-r*r/(4*width))


def shear_sum(tau):
    """Shear part for L = 1, kT/rho = 1, tau = (D+nu) t / L^2."""
    return 2/3*np.sum(shell_g*np.exp(-4*np.pi**2*shell_m*tau))


# Real-space overlap of tagged-particle density and shear flow:
# the sphere average of the transverse kernel is 2/3 of the scalar kernel.
overlap = quad(lambda r: 4*np.pi*r*r*gauss(r, 0.3)*2/3*gauss(r, 0.8),
               0, 30, limit=200)[0]
overlap_formula = 2/3*(4*np.pi*1.1)**-1.5
assert abs(overlap/overlap_formula - 1) < 1e-7

# Sum with the explicit transverse projector against the short-time law.
tau_short = 0.005
nonzero = n_squared > 0
projector = 1 - nx[nonzero]**2/n_squared[nonzero]
tensor_sum = np.sum(projector*np.exp(
    -4*np.pi**2*n_squared[nonzero]*tau_short))
short_formula = 2/3*((4*np.pi*tau_short)**-1.5 - 1)
assert abs(tensor_sum/short_formula - 1) < 1e-8

# Late time: only the six smallest wavevectors survive.
tau_late = 0.15
late_ratio = shear_sum(tau_late)/(4*np.exp(-4*np.pi**2*tau_late))
assert abs(late_ratio - 1) < 0.01


def infinite_sound(t, a, c):
    return (1/3*(4*np.pi*a*t)**-1.5*(1 - c*c*t/(2*a))
            * np.exp(-c*c*t/(4*a)))


sound_quad = quad(lambda k: k*k*np.cos(1.3*k*4)*np.exp(-0.6*k*k*4)
                  / (6*np.pi**2), 0, 8, limit=300)[0]
assert abs(sound_quad - infinite_sound(4.0, 0.6, 1.3)) < 1e-9


# Lattice constant xi of the diffusion deficit, by time integration.
def missing_tail(tau):
    if tau < 0.01:
        return 1.0      # images are below 1e-7 here
    return (4*np.pi*tau)**-1.5 - 1.5*shear_sum(tau)


tau_end = 2.0
xi = 4*np.pi*(quad(missing_tail, 0, 0.01)[0]
              + quad(missing_tail, 0.01, tau_end, limit=200)[0]
              + 2*(4*np.pi)**-1.5/np.sqrt(tau_end))
# Second route: regularized difference of integral and sum of 1/k^2.
# The absent k = 0 mode contributes the regulator eps itself.
eps = 0.001
k2 = 4*np.pi**2*shell_m
integral_k = quad(lambda k: np.exp(-eps*k*k)/(2*np.pi**2), 0, 400,
                  limit=300)[0]
xi_sum = 4*np.pi*(integral_k - np.sum(shell_g*np.exp(-eps*k2)/k2) + eps)
assert abs(xi - xi_sum) < 1e-4

# ---------- particle fluid ----------
DENSITY = 3
DT = 0.3
ANGLE = np.deg2rad(130)
COS_A, SIN_A = np.cos(ANGLE), np.sin(ANGLE)
KAPPA = (1 + 2*COS_A)/3     # mean of the rotation over all axes
rng = np.random.default_rng(12345)


def make_fluid(box, replicas):
    """Independent boxes, each with zero momentum and kT = 1."""
    number = DENSITY*box**3
    pos = rng.random((3, replicas, number))*box
    vel = rng.normal(size=(3, replicas, number))
    vel -= vel.mean(axis=2, keepdims=True)
    energy = np.sum(vel**2, axis=(0, 2), keepdims=True)
    vel *= np.sqrt(3*(number - 1)/energy)
    offset = np.repeat(np.arange(replicas)*box**3, number)
    return pos.reshape(3, -1), vel.reshape(3, -1), offset


def advance(pos, vel, offset, box, replicas):
    """Stream, rotate relative velocities in cells, return the cell flow."""
    pos += DT*vel
    # box is a power of two, so the bit mask wraps the cell index
    ix, iy, iz = (np.floor(pos + rng.random((3, 1))).astype(np.int64)
                  & (box - 1))
    cell = offset + (ix*box + iy)*box + iz
    cells = replicas*box**3
    count = np.maximum(np.bincount(cell, minlength=cells), 1)
    mean = np.array([np.bincount(cell, weights=vel[i], minlength=cells)
                     for i in range(3)])/count
    axes = rng.normal(size=(3, cells))
    axes /= np.sqrt(np.sum(axes**2, axis=0))
    flow = np.take(mean, cell, axis=1)
    w = np.take(axes, cell, axis=1)
    rel = vel - flow
    along = (1 - COS_A)*(w[0]*rel[0] + w[1]*rel[1] + w[2]*rel[2])
    for i in range(3):
        j, k = (i + 1) % 3, (i + 2) % 3
        vel[i] = (flow[i] + COS_A*rel[i] + along*w[i]
                  + SIN_A*(w[j]*rel[k] - w[k]*rel[j]))
    return flow


def measure_waves(box=16, replicas=12, steps=45):
    """Viscosity, sound speed and sound damping from decaying waves."""
    pos, vel, offset = make_fluid(box, replicas)
    k = 2*np.pi/box
    vel[1] += 0.4*np.sin(k*pos[0])
    vel[2] += 0.2*np.sin(k*pos[2])
    shear, sound = [], []
    for step in range(steps + 1):
        shear.append(2*np.mean(vel[1]*np.sin(k*pos[0])))
        sound.append(2*np.mean(vel[2]*np.sin(k*pos[2])))
        if step < steps:
            advance(pos, vel, offset, box, replicas)
    t = DT*np.arange(steps + 1)
    fit_shear = curve_fit(lambda t, amp, nu: amp*np.exp(-nu*k*k*t),
                          t, shear, p0=(0.4, 0.4))[0]
    fit_sound = curve_fit(
        lambda t, amp, b, c, phase:
        amp*np.exp(-b*k*k*t)*np.cos(c*k*t + phase),
        t, sound, p0=(0.2, 0.4, 1.3, 0.0))[0]
    return fit_shear[1], fit_sound[2], fit_sound[1]


LAGS = 31
STEPS = 1500


def measure_vacf(box, replicas):
    """Rows: times in sequence; columns: lag in steps.

    From lag 2 on, the later velocity is averaged over the rotation that
    produced it, and the earlier one over the rotation that ended it.
    In equilibrium this leaves the mean product unchanged.
    The second result is the plain product of velocities at lag 2.
    """
    pos, vel, offset = make_fluid(box, replicas)
    size = LAGS - 2
    history = np.zeros((size, vel.size), dtype=np.float32)
    rows = np.zeros((STEPS, LAGS))
    plain = np.zeros(STEPS)
    older = vel.copy()
    for step in range(STEPS + LAGS):
        old = vel.copy()
        flow = advance(pos, vel, offset, box, replicas)
        later = flow + KAPPA*(old - flow)
        if step >= LAGS:
            row = step - LAGS
            lag = (step - np.arange(size) - 1) % size + 2
            rows[row, lag] = (history @ later.ravel().astype(np.float32)
                              / vel.size)
            rows[row, 0] = np.vdot(old, old)/vel.size
            rows[row, 1] = np.vdot(old, later)/vel.size
            plain[row] = np.vdot(older, vel)/vel.size
        history[step % size] = (flow + KAPPA*(vel - flow)).ravel()
        older = old
    return rows, plain


def mean_error(series):
    """Mean and standard error from blocks of 100 steps."""
    blocks = series.reshape(-1, 100).mean(axis=1)
    return blocks.mean(), blocks.std(ddof=1)/np.sqrt(len(blocks))


def cell_vacf(t, box, shear_rate, sound_rate, c):
    k = 2*np.pi*np.sqrt(shell_m)/box
    modes = (2/3*np.exp(-shear_rate*k*k*t)
             + 1/3*np.cos(c*k*t)*np.exp(-sound_rate*k*k*t))
    return np.sum(shell_g*modes)/(DENSITY*box**3)


nu, c_sound, b_sound = measure_waves()
rows16, plain16 = measure_vacf(16, 1)
rows8, plain8 = measure_vacf(8, 8)
vacf16 = rows16.mean(axis=0)
D = DT*(vacf16[0]/2 + vacf16[1:].sum())
total = D + nu
times = DT*np.arange(LAGS)
theory16 = np.array([0] + [cell_vacf(t, 16, total, D + b_sound, c_sound)
                           for t in times[1:]])
theory8 = np.array([0] + [cell_vacf(t, 8, total, D + b_sound, c_sound)
                          for t in times[1:]])
nu_only = np.array([0] + [cell_vacf(t, 16, nu, b_sound, c_sound)
                          for t in times[1:]])
shear_inf = np.zeros(LAGS)
shear_inf[1:] = 2/(3*DENSITY)*(4*np.pi*total*times[1:])**-1.5
full_inf = shear_inf.copy()
full_inf[1:] += infinite_sound(times[1:], D + b_sound, c_sound)/DENSITY

# The window starts where corrections from the finite time step (relative
# order DT/t) and from the cell width (order 1/(4 (D+nu) t)) are small.
# They are covered by 15 percent, besides four standard errors.
FIRST = 15
window = slice(FIRST, LAGS)
win16, err16 = mean_error(rows16[:, window].sum(axis=1))
win8, err8 = mean_error(rows8[:, window].sum(axis=1))
pred16, pred8 = theory16[window].sum(), theory8[window].sum()
pred_nu, pred_inf = nu_only[window].sum(), full_inf[window].sum()
loss, err_loss = mean_error(
    DT*(rows16[:, 1:].sum(axis=1) - rows8[:, 1:].sum(axis=1)))
pred_loss = DT*(theory16[1:].sum() - theory8[1:].sum())
plain_gap, err_gap = mean_error(plain16 - rows16[:, 2])
plain_gap8, err_gap8 = mean_error(plain8 - rows8[:, 2])

# ---------- model molecular liquid, SI units ----------
kT = const.k*300.0
mass, rho = 20*const.atomic_mass, 1000.0
D_liq, nu_liq, c_liq, t_liq = 2e-9, 5e-7, 1500.0, 5e-12
a_liq = D_liq + nu_liq
tail = 2*kT/(3*rho)*(4*np.pi*a_liq*t_liq)**-1.5
v_au = const.physical_constants["atomic unit of velocity"][0]
L_need = 2*np.pi*np.sqrt(a_liq*t_liq)

print(f"Overlap integral, quadrature / formula: {overlap:.6f} / "
      f"{overlap_formula:.6f}")
print(f"Projected sum / short-time law at tau=0.005: {tensor_sum:.6f} / "
      f"{short_formula:.6f}")
print(f"Shear sum / six-mode form at tau=0.15: {late_ratio:.5f}")
print(f"Lattice constant xi, time integral: {xi:.5f}")
print(f"Lattice constant xi, regulated sum: {xi_sum:.5f}")
print("PARTICLE FLUID (reduced units)")
print(f"density {DENSITY}, time step {DT}, rotation angle "
      f"{np.rad2deg(ANGLE):.0f} deg, steps {STEPS}")
print(f"D = {D:.4f}, nu = {nu:.4f}, D+nu = {total:.4f}")
print(f"c = {c_sound:.4f} (ideal gas {np.sqrt(5/3):.4f}), b = {b_sound:.4f}")
for box in (16, 8):
    print(f"L={box}: N={DENSITY*box**3}, tau_L="
          f"{box**2/(4*np.pi**2*total):.2f}, L/c={box/c_sound:.2f}")
print(f"C at two steps, L=16: averaged {vacf16[2]:.5f}, plain "
      f"{plain16.mean():.5f}, error of difference {err_gap:.5f}")
print("C(t) in units 1e-4: t, L=16 run, error, theory; "
      "L=8 run, error, theory; infinite shear tail")
for lag in (5, 10, 15, 20, 25, 30):
    m16, e16 = mean_error(rows16[:, lag])
    m8, e8 = mean_error(rows8[:, lag])
    print(f"{times[lag]:4.1f} {1e4*m16:7.2f} {1e4*e16:5.2f} "
          f"{1e4*theory16[lag]:7.2f} {1e4*m8:7.2f} {1e4*e8:5.2f} "
          f"{1e4*theory8[lag]:7.2f} {1e4*shear_inf[lag]:7.2f}")
print(f"Sum of C over t={times[FIRST]:.1f} to {times[-1]:.1f}, units 1e-3:")
print(f" L=16 run {1e3*win16:.2f} +- {1e3*err16:.2f}, theory "
      f"{1e3*pred16:.2f}, with nu alone {1e3*pred_nu:.2f}")
print(f" L=8 run {1e3*win8:.2f} +- {1e3*err8:.2f}, theory "
      f"{1e3*pred8:.2f}, infinite system {1e3*pred_inf:.2f}")
print(f"D(L=16)-D(L=8) up to t={times[-1]:.1f}, units 1e-3: run "
      f"{1e3*loss:.2f} +- {1e3*err_loss:.2f}, theory {1e3*pred_loss:.2f}")
print("MODEL LIQUID: T=300 K, m=20 u, rho=1000 kg/m^3")
print(f"D={D_liq:.1e} m^2/s, nu={nu_liq:.1e} m^2/s, c={c_liq:.0f} m/s")
print(f"Tail at {t_liq*1e12:.0f} ps: {tail:.4g} m^2/s^2 = "
      f"{tail/v_au**2:.4g} a.u.; over kT/m: {tail*mass/kT:.3e}")
print(f"Cell with tau_L = {t_liq*1e12:.0f} ps: L={L_need*1e9:.2f} nm, "
      f"N={rho*L_need**3/mass:.0f}")
for number in (64, 512, 64000):
    L = (number*mass/rho)**(1/3)
    tau = a_liq*t_liq/L**2
    kept = shear_sum(tau)/(2/3*(4*np.pi*tau)**-1.5)
    deficit = xi*kT/(6*np.pi*rho*a_liq*L)
    print(f"N={number}: L={L*1e9:.3f} nm, tau_L="
          f"{L**2/(4*np.pi**2*a_liq)*1e12:.4f} ps, L/c={L/c_liq*1e12:.3f} ps")
    print(f"  shear tail kept at 5 ps: {kept:.3g}, diffusion deficit: "
          f"{deficit:.3e} m^2/s")

# Ideal-gas equation of state with conserved energy: c^2 = 5/3.
assert abs(c_sound - np.sqrt(5/3)) < 0.08
# Averaging over rotations must not change the correlation.
assert abs(plain_gap) < 4*err_gap
assert abs(plain_gap8) < 4*err_gap8
assert abs(win16 - pred16) < 4*err16 + 0.15*pred_inf
assert abs(win8 - pred8) < 4*err8 + 0.15*pred_inf
assert pred_nu - win16 > 5*err16       # nu alone is excluded
assert pred_inf - win8 > 4*err8        # the small box has lost the tail
assert abs(loss - pred_loss) < 4*err_loss + 0.15*abs(pred_loss)
assert loss > 3*err_loss               # the smaller box diffuses less
print("PASS")
```

It prints:

```
Overlap integral, quadrature / formula: 0.012972 / 0.012972
Projected sum / short-time law at tau=0.005: 41.662424 / 41.662424
Shear sum / six-mode form at tau=0.15: 1.00537
Lattice constant xi, time integral: 2.83730
Lattice constant xi, regulated sum: 2.83730
PARTICLE FLUID (reduced units)
density 3, time step 0.3, rotation angle 130 deg, steps 1500
D = 0.2772, nu = 0.4650, D+nu = 0.7421
c = 1.2991 (ideal gas 1.2910), b = 0.4143
L=16: N=12288, tau_L=8.74, L/c=12.32
L=8: N=1536, tau_L=2.18, L/c=6.16
C at two steps, L=16: averaged 0.08980, plain 0.08957, error of difference 0.00015
C(t) in units 1e-4: t, L=16 run, error, theory; L=8 run, error, theory; infinite shear tail
 1.5   74.73  0.76   33.81   69.69  0.73   28.12   42.47
 3.0   14.72  0.62   10.64    9.87  0.65    6.75   15.02
 4.5    8.28  0.45    6.05    6.71  0.44    4.55    8.17
 6.0    5.26  0.58    4.09    3.88  0.56    2.77    5.31
 7.5    4.00  0.57    3.19    1.13  0.56    1.00    3.80
 9.0    2.48  0.55    2.67   -0.27  0.35    0.18    2.89
Sum of C over t=4.5 to 9.0, units 1e-3:
 L=16 run 7.76 +- 0.50, theory 6.17, with nu alone 14.36
 L=8 run 4.14 +- 0.31, theory 3.25, infinite system 7.05
D(L=16)-D(L=8) up to t=9.0, units 1e-3: run 3.17 +- 0.43, theory 2.76
MODEL LIQUID: T=300 K, m=20 u, rho=1000 kg/m^3
D=2.0e-09 m^2/s, nu=5.0e-07 m^2/s, c=1500 m/s
Tail at 5 ps: 15.59 m^2/s^2 = 3.257e-12 a.u.; over kT/m: 1.250e-04
Cell with tau_L = 5 ps: L=9.95 nm, N=29701
N=64: L=1.286 nm, tau_L=0.0834 ps, L/c=0.857 ps
  shear tail kept at 5 ps: 4.64e-24, diffusion deficit: 9.659e-10 m^2/s
N=512: L=2.571 nm, tau_L=0.3337 ps, L/c=1.714 ps
  shear tail kept at 5 ps: 1.94e-05, diffusion deficit: 4.830e-10 m^2/s
N=64000: L=12.857 nm, tau_L=8.3415 ps, L/c=8.572 ps
  shear tail kept at 5 ps: 0.917, diffusion deficit: 9.659e-11 m^2/s
PASS
```
